# Why a Non-Uniform Magnetic Field Leaves Graphene's Zeroth Landau Level Sharp

A graphene sheet lies under an array of small magnets and in a uniform perpendicular field. The total field $B(x,y)$ varies from place to place. In a uniform field the Dirac levels are $E_n=\pm v\sqrt{2ne\hbar B}$, so a slowly varying field should smear the levels with $n\ge1$ and leave $n=0$ in place. That formula assumes a field uniform over the extent of a state, so it does not settle what happens when the field changes over shorter distances. Within the Dirac model, the level at zero energy stays sharp however strongly the field varies. The reason is that its wavefunctions can be written down for any field profile, and that counting them requires the total flux and nothing else.

## The Hamiltonian and its square

Take one valley and one spin, with electron charge $-e$:

$$H=v\,\boldsymbol\sigma\cdot\boldsymbol\pi=v\begin{pmatrix}0&\pi_-\\ \pi_+&0\end{pmatrix},\qquad \boldsymbol\pi=-i\hbar\nabla+e\mathbf A,\quad \pi_\pm=\pi_x\pm i\pi_y .$$

The two components are the amplitudes on the two sublattices. There is no scalar potential, mass or Zeeman term yet. With $B=\partial_xA_y-\partial_yA_x$,

$$[\pi_x,\pi_y]=-i\hbar e(\partial_xA_y-\partial_yA_x)=-i\hbar eB .$$

Multiplying out the products gives

$$\pi_+\pi_-=\pi^2-i[\pi_x,\pi_y]=\pi^2-e\hbar B,\qquad \pi_-\pi_+=\pi^2+i[\pi_x,\pi_y]=\pi^2+e\hbar B .$$

Hence $H^2/v^2$ is $\pi^2+e\hbar B$ on the upper component and $\pi^2-e\hbar B$ on the lower one. On the lower component the orbital energy can be cancelled by the local field term, point by point.

## Explicit zero modes

A zero mode with upper component $u$ and lower component $\chi$ satisfies $\pi_-\chi=0$ and $\pi_+u=0$. Choose $\mathbf A=(-\partial_y\phi,\partial_x\phi)$, so that $\nabla^2\phi=B$. Let $z=x+iy$ and $\partial_z=\tfrac12(\partial_x-i\partial_y)$. Then

$$A_x-iA_y=-\partial_y\phi-i\partial_x\phi=-2i\,\partial_z\phi ,$$

$$\pi_-=-2i\hbar\left(\partial_z+\frac e\hbar\,\partial_z\phi\right)=-2i\hbar\,e^{-e\phi/\hbar}\,\partial_z\,e^{e\phi/\hbar}.$$

The last form follows from the product rule. Thus $\pi_-\chi=0$ means that $e^{e\phi/\hbar}\chi$ does not depend on $z$:

$$\chi=f(\bar z)\,e^{-e\phi/\hbar}.$$

The same steps with $A_x+iA_y=2i\,\partial_{\bar z}\phi$ give $u=f(z)\,e^{+e\phi/\hbar}$. No assumption about the shape of $B$ has entered. What remains is to find which of these solutions are admissible.

## Counting in the plane

Let the field be bounded and confined to a finite region, with flux $\Phi>0$. Define $\Phi_0=h/e$ and $N=\Phi/\Phi_0$. The solution of $\nabla^2\phi=B$ is

$$\phi(\mathbf r)=\frac1{2\pi}\int B(\mathbf r')\ln|\mathbf r-\mathbf r'|\,d^2r'\;\to\;\frac{\Phi}{2\pi}\ln r ,$$

so $e\phi/\hbar\to N\ln r$ far away. Therefore $|\chi|^2\to|f|^2r^{-2N}$, up to a factor that tends to a constant.

Write $f=\sum_m c_m\bar z^m$ with $m\ge0$. The angular integral of $|f|^2$ is $2\pi\sum_m|c_m|^2r^{2m}$, with no cross terms, so each power must be normalizable by itself. The tail $\int r^{2m-2N+1}dr$ converges if $2m-2N+1<-1$, that is, $m<N-1$. The number of such integers is

$$n_0=\lceil N\rceil-1 .$$

For the upper component the tail is $\int r^{2m+2N+1}dr$, which diverges for every $m\ge0$, so no mode survives there. If $\Phi<0$, the components exchange roles.

A flux of 3.2 quanta gives three modes, whereas 3.0 quanta give two, because the third then has a logarithmically divergent norm. For a large region this edge correction is negligible and the density of modes is the flux density divided by $\Phi_0$.

An isolated field patch with more than one flux quantum has zero modes but no gap: wave packets far outside it can have arbitrarily small energy. For a separated level the field must extend over the whole sheet, without arbitrarily large field-free regions. A periodic cell describes this case.

## Counting in a periodic cell

Take a square cell of side $L$ with an integer number $N>0$ of flux quanta and mean field $B_0$. Define $l^2=\hbar/eB_0$, so $L^2=2\pi Nl^2$.

For the uniform field use $\mathbf A=(-B_0y,0)$. A Fourier component $e^{iqx}g(y)$, with $q=2\pi j/L$, obeys $\pi_-\chi=0$ if

$$g'=(q-y/l^2)\,g,\qquad g\propto e^{-(y-ql^2)^2/2l^2}.$$

The centres are $ql^2=jL/N$. Moving by $L$ in $y$ changes $\mathbf A$ by the constant $(-B_0L,0)$, which the wavefunction compensates by the phase

$$\chi(x,y+L)=e^{2\pi iNx/L}\chi(x,y).$$

This phase raises $j$ by $N$, while the translation shifts the centre by $N$ spacings. The coefficients therefore obey $c_{j+N}=c_j$, which leaves $N$ free constants and hence $N$ zero modes.

Now add any periodic variation. Since $B-B_0$ has zero average, $\nabla^2\tilde\phi=B-B_0$ has a periodic solution. With $\pi_-^{(0)}$ the operator for the uniform field,

$$\pi_-=e^{-e\tilde\phi/\hbar}\,\pi_-^{(0)}\,e^{e\tilde\phi/\hbar},\qquad \chi=e^{-e\tilde\phi/\hbar}\chi_0 .$$

The factor is periodic, bounded and nowhere zero, so it maps the uniform-field modes one to one onto the new ones. There are again $N$, even if $B$ changes sign. An upper zero mode would map back to some $u_0$ with $\pi_+^{(0)}u_0=0$, but $\langle u_0|\pi^2+e\hbar B_0|u_0\rangle>0$ unless $u_0=0$.

Extra Bloch phases at the cell boundary shift $q$ or multiply $c_{j+N}$ by a phase. They do not alter the count, so in a superlattice these states form flat bands at $E=0$.

## The gap, and why the other levels spread

Suppose $B\ge B_{\min}>0$ everywhere. A state with $E\ne0$ has $u\ne0$, since $u=0$ would give $E\chi=v\pi_+u=0$. For normalized $u$,

$$\frac{E^2}{v^2}=\langle u|\pi_-\pi_+|u\rangle=\langle u|\pi_+\pi_-|u\rangle+2e\hbar\langle u|B|u\rangle\ge2e\hbar B_{\min},$$

because $\langle u|\pi_+\pi_-|u\rangle=\|\pi_-u\|^2\ge0$. Thus

$$|E|\ge v\sqrt{2e\hbar B_{\min}} .$$

The field average $\langle B\rangle$ remains in the nonzero levels and depends on where the state sits. In the zero modes it has cancelled. If the field changes sign, the zero modes remain but this bound no longer protects a gap.

## Numbers for a modulated field

Take $v=10^6$ m/s, roughly graphene's value, and

$$B=B_0+\frac{\Delta B}{2}\left(\cos\frac{2\pi x}{L}+\cos\frac{2\pi y}{L}\right),\qquad B_0=2\ \text{T},\quad\Delta B=0.5\ \text{T}.$$

The field runs from 1.5 to 2.5 T. With $l=18.14$ nm and six quanta per cell, $L=\sqrt{12\pi}\,l=111.4$ nm. The uniform 2 T field would put the first level at 51.3 meV. The bound is $51.3\sqrt{1.5/2}=44.4$ meV, and the same formula at the strongest field gives 57.4 meV.

The levels were computed by diagonalizing $\pi^2\mp e\hbar B$ with gauge-covariant finite differences on a $32\times32$ grid, at one choice of boundary phases:

- Six states lie at zero. Their largest $|E^2|$ is $6\times10^{-8}$ of $v^2e\hbar B_0$, equivalent to 0.009 meV. A $22\times22$ grid gives $1.2\times10^{-6}$, so the residue is grid error.
- The first level runs from 47.5 to 55.1 meV, a spread of 7.6 meV.

The spread is narrower than the local range of 44.4 to 57.4 meV. An estimate shows why. In the uniform field the upper component of a first-level state obeys $\pi_-u=0$, so to first order in the modulation $E^2/v^2=2e\hbar\langle u|B|u\rangle$. The most compact such state has density proportional to $e^{-r^2/2l^2}$, which reduces each cosine by the factor $e^{-(2\pi l/L)^2/2}=e^{-\pi/6}=0.59$. Centred on the weakest and strongest field, it sees $2\pm0.30$ T, which gives 47.4 and 55.0 meV, close to the computed limits.

The zero modes respond to the field by moving, not by changing energy. Their mean density is $4.8\times10^{10}$ cm$^{-2}$ per valley and spin. It rises to $5.8\times10^{10}$ where the field is strongest and falls to $3.9\times10^{10}$ where it is weakest.

## Both valleys on the lattice

In the same sublattice basis the other valley has $H'=v(-\sigma_x\pi_x+\sigma_y\pi_y)$, whose upper-right entry is $-\pi_+$ and whose lower-left entry is $-\pi_-$. Its zero modes therefore sit on the other sublattice. Two valleys and two spins give $4N$ states, or $1.9\times10^{11}$ cm$^{-2}$ here.

The continuum argument does not exclude mixing between valleys. A nearest-neighbour honeycomb model with hopping $t$ addresses this. Diagonalizing $24\times24$ unit cells with four flux quanta and the same relative modulation gives eight states per spin at zero, within $10^{-15}t$, while the first level runs from $0.258t$ to $0.288t$. The mean field is roughly 550 T, chosen to keep the matrix small; the field still varies smoothly on the lattice scale. Rougher fields do mix the valleys: at the same mean flux, a modulation period of three cells moves the states off zero by about $2\times10^{-6}t$, and a flux varying at random by $\pm25\%$ from hexagon to hexagon by about $5\times10^{-4}t$ in one sample.

## What does broaden the level

The position at zero relies on $H$ coupling one sublattice only to the other. A scalar potential $V$ breaks this chiral symmetry. With $P$ the projector on the zero modes, $PHP=0$, so to first order the energies are the eigenvalues of $PVP$, provided $V$ is small compared with the gap. In the honeycomb model a smooth potential of amplitude $0.0050t$ spreads the level over $0.0063t$ at one choice of boundary phases, and $PVP$ gives the same value to these digits. Other phases give $PVP$ spreads between about $0.0049t$ and $0.0064t$.

In the 2 T example, $V=(5\ \text{meV})\sin(2\pi x/L)$ gives a first-order spread of 7.0 meV at the boundary phases used here and 7.7 meV when all boundary phases are included. This is about as large as the spread that the field variation causes in the first level.

Other terms act as follows:

- **Zeeman energy.** For $g=2$ it shifts the two spins by $\pm0.12$ meV at 2 T. The eigenvalues of $PBP$ run from 1.73 to 2.32 T, which spreads each spin level by 0.03 meV.
- **Second-neighbour hopping.** Near a valley the sum over the six second neighbours is $-3+\tfrac34a^2q^2$. On zero modes $\pi^2\chi=e\hbar B\chi$, so $q^2$ becomes $eB/\hbar$. With rough values $t'=0.1$ eV and $a=0.25$ nm, the field-dependent shift is $\tfrac34t'a^2/l^2=0.014$ meV in size, with a spread of 0.004 meV.
- **Uniform sublattice mass.** A term $\Delta\sigma_z$ moves the lower-component modes together to $-\Delta$. In the other valley the modes move to $+\Delta$, so the level splits in two without either part widening. A mass that varies in space does broaden the level, much as a scalar potential does.
- **Coulomb interaction.** Its scale $e^2/(4\pi\varepsilon_0\kappa l)$ is 20 meV for a rough $\kappa=4$, about 40% of the 51 meV level spacing. It can split or broaden a partly filled level, and the single-particle argument does not cover it. It also lets the field variation act on the zero level indirectly. With the level full (filling factor 2), the charge in excess of neutrality is twice the zero-mode density per valley and spin, which here varies by about $\pm20\%$. To first order, with $\kappa=4$ and no further screening, the resulting Hartree potential spreads the zero level over about 9 meV, or about 7.5 meV with exchange; a metal plane 10 nm away lowers this to 5 to 6 meV. In a uniform field this spread vanishes.

## Use in real devices

The velocity and the 2 T field are ordinary for graphene experiments. A 0.5 T modulation is a rough, strong value. A field pattern of period $L$ decays with distance $d$ from the magnets as $e^{-2\pi d/L}$, here over 18 nm. Even with tall pillars of saturated iron-cobalt, the graphene must therefore lie within roughly 10 nm of the magnets, and closer still if they are only a few tens of nanometres high. Real samples also contain a scalar potential. A disorder amplitude of a few meV is roughly appropriate for clean encapsulated graphene, and sheets on silicon oxide can have tens of meV. If this potential varies slowly over the magnetic length, the zero-level width is then several meV or more, not zero; faster variations are partly averaged out. Interactions enter on the 20 meV scale. Temperature blurs the occupation of the levels: $k_BT$ is 0.34 meV at 4 K but 26 meV at 300 K, half the level spacing.

Suppose the field keeps one sign and varies smoothly on the lattice scale, and that interactions and any sublattice mass can be neglected. A zeroth level broader than the Zeeman splitting (0.23 meV at 2 T) and the thermal, lifetime and instrumental widths then points to potential disorder and not to magnet non-uniformity. The remedy is then a cleaner dielectric or better screening; making the field more uniform would mainly narrow the higher levels. The neglect of interactions is a real restriction: away from charge neutrality the non-uniform zero-mode charge creates its own potential, several meV in the example above, so a strong field modulation can broaden the zero level as much as disorder does unless a nearby gate screens it. Magnets that also act as uneven gates defeat this separation, since they add a scalar potential with the same pattern as the field. A uniform conducting screen between magnets and graphene can reduce that potential while letting the static field through, if the screen is thin enough to fit in this narrow gap and is neither magnetic nor superconducting.
